The energy estimator for a pair-product action

**The situation**

In a path-integral simulation, N particles at inverse temperature β are represented by closed paths cut into M links, each of imaginary-time length τ = β/M. One can let every link carry the exact solution of the two-body problem. This removes the time-step error of an isolated pair; with more particles an error remains that grows with the part played by correlations among three or more of them, so the number of links must still be tested. The interaction term in the exponent of the link weight is then in general not proportional to τ, and its dependence on τ enters the energy. What must be averaged to obtain the energy, and what error remains when the system is a single pair?

**Setting and conventions**

Hartree atomic units are used. The particles are distinguishable, move in d dimensions and feel no external field:

H = Σ_i p_i²/(2m_i) + Σ_{i<j} v(r_ij).

For one pair let r be the relative coordinate, μ the reduced mass and H_rel = −∇²/(2μ) + v(r). The exact relative density matrix is ρ(r,r';τ) = ⟨r|exp(−τH_rel)|r'⟩, and its free counterpart is

ρ₀(r,r';τ) = (μ/2πτ)^{d/2} exp[−μ(r−r')²/(2τ)].

The pair action u is defined by

ρ(r,r';τ) = ρ₀(r,r';τ) exp[−u(r,r';τ)].

The pair-product weight of a link from R to R', where R denotes all positions, is

ρ_P(R,R';τ) = Π_i (m_i/2πτ)^{d/2} exp[−m_i(Δr_i)²/(2τ)] · exp[−Σ_{i<j} u_ij],

with Δr_i the displacement of particle i along the link.

Traces must be finite. Here v confines the relative motion, while the centre of mass moves freely in a volume so large that edge effects can be dropped. A pair that can separate would need a container, and the free-space u would then be inexact near its walls.

**The estimator**

The discretized partition function is

Z_M = ∫ dR_1…dR_M Π_l ρ_P(R_l,R_{l+1};τ), with R_{M+1} = R_1.

At fixed M, β = Mτ gives ∂/∂β = (1/M)∂/∂τ. Hence

E_M = −∂ln Z_M/∂β = −(1/M)(1/Z_M) ∂Z_M/∂τ.

The derivative acts on each link in turn. Writing ∂ρ_P/∂τ = ρ_P ∂ln ρ_P/∂τ restores the full path weight, so

E_M = ⟨(1/M) Σ_l e_l⟩, e = −∂ln ρ_P/∂τ.

The logarithm of the link weight is

ln ρ_P = Σ_i [(d/2) ln(m_i/2πτ) − m_i(Δr_i)²/(2τ)] − Σ_{i<j} u_ij.

Its first term has τ-derivative −d/(2τ) and its second +m_i(Δr_i)²/(2τ²). Reversing all signs gives

e = dN/(2τ) − Σ_i m_i(Δr_i)²/(2τ²) + Σ_{i<j} ∂u_ij/∂τ.

The derivative of u is taken at fixed end points. It must belong to the same u that weights the paths; otherwise e is no longer the derivative of ln Z_M.

**The time derivative of the pair action**

The density matrix obeys the Bloch equation −∂ρ/∂τ = H_rel ρ, with H_rel acting on r. Insert ρ = ρ₀e^{−u}. The left side is

−∂ρ/∂τ = −(∂ρ₀/∂τ)e^{−u} + ρ ∂u/∂τ.

For the right side, the product rule gives

∇²(ρ₀e^{−u}) = e^{−u}[∇²ρ₀ − 2∇ρ₀·∇u + ρ₀(|∇u|² − ∇²u)].

Since −∂ρ₀/∂τ = −∇²ρ₀/(2μ), the terms in ∇²ρ₀ cancel. Dividing the rest by ρ leaves

∂u/∂τ = v(r) + (1/μ)∇ln ρ₀·∇u + (∇²u − |∇u|²)/(2μ).

With ∇ln ρ₀ = −μ(r−r')/τ this becomes

∂u/∂τ = v(r) − (r−r')·∇u/τ + (∇²u − |∇u|²)/(2μ).

The derivative therefore contains the potential and also terms of kinetic origin.

For smooth v and small τ, try u = τA + τ²B + …. Order τ⁰ requires A + (r−r')·∇A = v(r). The solution is the average of v along the straight line,

A = ∫₀¹ v(r' + s(r−r')) ds,

because (r−r')·∇A = ∫₀¹ s (d/ds)v ds = v(r) − A by partial integration. Order τ requires 2B = −(r−r')·∇B + ∇²A/(2μ). At r = r', ∇²A = ∇²v ∫₀¹ s² ds = ∇²v/3, so B = ∇²v/(12μ).

**Exactness for two particles**

Let m_tot = m₁ + m₂ and let R_c be the centre of mass, so that r₁ = R_c + (m₂/m_tot)r and r₂ = R_c − (m₁/m_tot)r. In the sum of the squared displacements the cross terms are ±2(m₁m₂/m_tot)ΔR_c·Δr and cancel:

m₁(Δr₁)² + m₂(Δr₂)² = m_tot(ΔR_c)² + μ(Δr)².

The prefactors split as well, since m₁m₂ = m_tot μ. The link weight is thus a free centre-of-mass factor times ρ₀e^{−u} = ρ, the exact density matrix of the pair, and e = e_c + e_rel.

For the relative part, the definition of e and the Bloch equation give

ρ e_rel = −∂ρ/∂τ = ⟨r|H_rel exp(−τH_rel)|r'⟩.

In the average of e_rel over one chosen link, the integrals over the other slices join the remaining M−1 exact links into exp(−(M−1)τH_rel). Therefore

⟨e_rel⟩ = Tr[exp(−(M−1)τH_rel) H_rel exp(−τH_rel)]/Tr exp(−βH_rel) = Tr[H_rel exp(−βH_rel)]/Tr exp(−βH_rel).

The exponents add up to β whatever M is. This is the exact thermal energy for every M ≥ 1, and it holds for each link separately.

For the centre of mass, the steps of a closed free path are independent Gaussian steps g_l, of variance τ/m_tot per component, with their mean subtracted. Subtracting the mean of M such steps reduces the variance by the factor 1 − 1/M. Thus ⟨(ΔR_c)²⟩ = dτ(1 − 1/M)/m_tot and

⟨e_c⟩ = d/(2τ) − d(1 − 1/M)/(2τ) = d/(2Mτ) = d/(2β).

The result concerns the mean. It requires the exact u, and it says nothing about the statistical spread.

**A pair on a line**

Take d = 1, masses 1 and 3, hence μ = 1·3/4 = 0.75, and

v(x) = kx²/2 + A_b exp(−x²/2w²),

with k = 1 hartree/bohr², A_b = 3 hartree, w = 1 bohr and β = 4 hartree⁻¹. The pair action was built by repeatedly joining short-time density matrices, ρ(2τ) = ∫ρ(τ)ρ(τ), and the path averages were evaluated by numerical integration. A separate diagonalization of H_rel gives 2.74806 hartree for the relative thermal energy. With 1/(2β) = 0.12500 the total is 2.87306 hartree (about 78.2 eV).

For M = 1 the single link returns to its starting point. Its spring part, 1/(2τ) − μ(Δr)²/(2τ²), is then 1/8 = 0.12500, and the ∂u/∂τ part is 2.62306. They add to 2.74806. For M = 16 the parts are 0.22839 and 2.51967, again 2.74806. Over the seven slice numbers tested, from 1 to 16, the largest deviation from the diagonalization is 3.8×10⁻⁶ hartree.

The equation for ∂u/∂τ can be read at x = x' = 0, τ = 1. By reflection symmetry ∇u = 0 there, so ∂u/∂τ = v(0) + ∇²u/(2μ). The potential is 3 and the derivative is 2.6887, so the curvature term contributes −0.3113 hartree: the paths spread away from the top of the bump. The quotient u/τ is 2.8254, which differs from the derivative.

A Monte Carlo calculation with M = 4 sampled the paths of both particles in laboratory coordinates. It gave 2.8739 ± 0.0015 hartree, within one standard error of the exact total.

**What the spring part does not measure**

Suppose ∂u/∂τ is replaced by the mean of v at the two ends of the link. With exact links, a slice has the exact thermal density ρ(x,x;β)/Z, so ⟨v⟩ is exact for every M. From M = 1 it is 2.62178 − 0.12500 = 2.49678 hartree, and M = 16 gives the same to within the last digit. The exact relative kinetic energy is therefore 2.74806 − 2.49678 = 0.25128 hartree. The spring part, which runs from 0.12500 to 0.22839, falls short of it, and ∂u/∂τ supplies the difference.

The leading size of this difference follows from the short-time form of u. In one dimension, with Δ = x − x', the line average for small Δ is the end-point mean of v minus Δ²v''/12. Therefore

∂u/∂τ ≈ (v + v')_ends/2 − Δ²v''/12 + 2τ v''/(12μ),

where (v + v')_ends is the sum of the two end-point potentials and v'' the second derivative. To leading order ⟨Δ²⟩ = τ/μ, so the replacement loses τ⟨v''⟩/(12μ), an error of first order in τ. The numbers agree with this trend: the energy is too low by 0.04129 hartree at M = 8 and by 0.02288 at M = 16, a ratio of 1.80 where the leading order alone gives 2.

The primitive action, u = τ(v + v')_ends/2, behaves differently. Its energies are too low by 0.03163 and 0.00853 hartree at the same M, a ratio of 3.7. At M = 16 the accurate paths with the wrong estimator thus do worse than the cruder action with its own estimator.

**The price of many links**

For free relative motion on a line, μΣ_l(Δ_l)²/τ is a sum of M−1 independent squared normal variables, because closure removes one. Its variance is 2(M−1). The spring part averaged over links contains this sum divided by 2τM = 2β, so its standard deviation is

√(2(M−1))/(2β) = √((M−1)/2)/β.

At M = 16 this is √7.5/4 = 0.68 hartree. The relative motion of the interacting pair has a spread of 0.65 hartree, against 0.04 at M = 1. The free centre of mass adds its own independent spread, 0.68 hartree at M = 16 by the same formula, so the full two-particle estimator spreads by about 0.94 hartree. For two particles, extra links leave the mean unchanged and make it noisier for a given number of independent paths.

**Three particles: where exactness ends**

For N ≥ 3 the product ρ_P is not the density matrix of H, and the estimator gives the energy belonging to an approximate Z_M. Harmonic pairs, v = kx²/2 on a line with equal masses m, show the error in closed form.

For one pair, μ = m/2 and ω² = k/μ = 2k/m. Insert

ρ = C exp[−α(x² + x'²)/2 + γxx']

into the Bloch equation. Comparing powers of x and x' gives

dα/dτ = μω² − α²/μ = −γ²/μ, dγ/dτ = −αγ/μ, −(dC/dτ)/C = α/(2μ).

With the free short-time limit, the solution is α = μω coth ωτ, γ = μω/sinh ωτ, C = (μω/(2π sinh ωτ))^{1/2}. Dividing out ρ₀,

u = c + a(x² + x'²)/2 − bxx', a = α − μ/τ, b = γ − μ/τ, c = ½ ln(sinh ωτ/ωτ).

For small τ,

a = μω²τ/3 − μω⁴τ³/45, b = −μω²τ/6 + 7μω⁴τ³/360, c = ω²τ²/12 − ω⁴τ⁴/360.

Three particles have two relative normal modes q. Since Σ_{i<j}(x_i−x_j)² = 3Σq², each mode has mass m and Ω² = 3k/m. The exact action of a mode has the same form with μ → m and ω → Ω. The pair product gives it three times the pair coefficients. The terms linear in τ agree, because 3μω² = 3k = mΩ², and so do the τ² constants. In the τ³ terms the pair product has 3μω⁴ = 6k²/m where the exact action has mΩ⁴ = 9k²/m: the product lacks part of the correlation among three particles.

Use a(q² + q'²)/2 − bqq' = (a−b)(q² + q'²)/2 + b(q−q')²/2, and note that the cubic part of a−b has the coefficient −1/45 − 7/360 = −1/24. The pair-product action of a link then exceeds the exact one by

δ = Σ_modes [k²τ³(q² + q'²)/(16m) − 7k²τ³(q−q')²/(240m)] + k²τ⁴/(60m²).

The last term comes from the constants, −(3ω⁴ − 2Ω⁴)τ⁴/360. With ⟨(q−q')²⟩ ≈ τ/m for each of the two modes, the τ⁴ terms add to (−7/120 + 2/120)k²τ⁴/m² = −k²τ⁴/(24m²). To first order in δ, ln Z_M = ln Z − M⟨δ⟩. Setting τ = β/M and differentiating at fixed M,

E_M − E ≈ (k²/4mM²) d(β³⟨q²⟩)/dβ − k²β³/(6m²M³).

At fixed β the leading error falls as τ². In a harmonic mode the potential energy is half the total, so ⟨q²⟩ = coth(βΩ/2)/(2mΩ). For m = k = 1 and β = 4 the hyperbolic cotangent is 1.002 and may be set to 1. Then ⟨q²⟩ ≈ 1/(2√3) = 0.289, and

E_M − E ≈ 3.46/M² − 10.7/M³ hartree.

At M = 32 this gives 0.0034 − 0.0003 = 0.0031 hartree, and the full Gaussian calculation gives 0.00306. From M = 16 to 32 the calculated error falls by a factor of 3.63. The negative cubic term explains why the factor is still below 4. With a single link the error is 0.27 hartree on an exact energy of 1.86, while two particles with the same pair force give the exact 0.837065 hartree at every M tested. The numerical output below lists the intermediate slice numbers.

Computed values

```
TWO PARTICLES ON A LINE (energies in hartree)
masses 1.0, 3.0; reduced mass 0.7500 m_e
k = 1.0 hartree/bohr^2, A = 3.0 hartree, w = 1.0 bohr
beta = 4.0 1/hartree
lowest relative levels: 2.67418 3.00850 4.05243
exact relative thermal energy: 2.74806
centre-of-mass energy 1/(2 beta): 0.12500
exact total thermal energy: 2.87306
Relative motion, pair action: M, tau (1/hartree), spring part,
  du/dtau part, total, spread of estimator
   1 4.0000 0.12500 2.62306 2.74806 0.0385
   2 2.0000 0.14898 2.59908 2.74806 0.1556
   3 1.3333 0.16881 2.57925 2.74806 0.2157
   4 1.0000 0.18243 2.56563 2.74806 0.2670
   5 0.8000 0.19224 2.55582 2.74806 0.3125
   8 0.5000 0.20999 2.53807 2.74806 0.4260
  16 0.2500 0.22839 2.51967 2.74806 0.6472
Inexact alternatives: M, mean v in place of du/dtau, primitive action
   1 2.62178 2.36457
   2 2.64576 2.51601
   3 2.66559 2.60006
   4 2.67921 2.64814
   5 2.68902 2.67715
   8 2.70677 2.71643
  16 2.72518 2.73953
largest |pair-action total - exact|: 3.8e-06
du/dtau at tau = 1.0: x, x' (bohr), u, tau difference, Bloch equation
  0.0 0.0 2.82541 2.68870 2.68868
  0.6 -0.4 2.76036 2.64203 2.64204
  1.2 0.8 2.40347 2.46509 2.46510
Monte Carlo, M = 4, 200000 weighted paths:
  total energy 2.8739 +- 0.0015 (one standard error)
  centre-of-mass part 0.1245 +- 0.0007
Harmonic pairs, mass 1.0 m_e, k = 1.0 hartree/bohr^2, same beta
exact energy: N=2 0.837065, N=3 1.860448
M, pair-product energy N=2, N=3, error for N=3
   1 0.837065 2.131253 0.270805
   2 0.837065 2.055191 0.194743
   4 0.837065 1.960158 0.099710
   8 0.837065 1.897110 0.036662
  16 0.837065 1.871574 0.011126
  32 0.837065 1.863512 0.003064
N=3 error ratio, M = 16 to 32: 3.632
```
